First-order density-matrix response and Fermi-level shift with smeared occupations

Appendix: Sternheimer response for smeared occupations

A.1 What goes wrong without the construction

In an insulator the first-order orbitals are projected on the empty states, where H − ε_n is invertible. With smeared occupations no such subspace exists, and three things fail. The response is a double sum over all pairs of states, empty ones included. Its weight (f_n − f_m)/(ε_n − ε_m) is 0/0 for degenerate pairs, and skipping these terms removes 5.7 % of the susceptibility in the model of A.9, where one degenerate pair of the 24-point mesh lies at the Fermi level; its weight is inversely proportional to the number of mesh points, so the share falls on finer meshes. A perturbation with a lattice-periodic part in general changes the electron number unless the Fermi level moves. For the single localized perturbation of A.9(c) in a 24-cell supercell, ignoring the shift gives a 31 % error in the density-matrix response; this figure shrinks as the supercell grows, but only as the inverse square root of its length: the shift is inversely proportional to the length, while the number of states near the Fermi level on which it acts is proportional to it. The third is cured by the shift δμ of (6), the first two by de Gironcoli's construction, with one linear system per state of non-negligible occupation. That set contains the fully occupied states as well as the partially occupied ones.

A.2 Conventions and the response of f(H)

Hartree atomic units are used, the basis is finite, and each orbital holds two electrons. H is Hermitian with eigenpairs ε_n, |n⟩, and is perturbed to H + λV with Hermitian V; δ denotes d/dλ at λ = 0, and V_mn = ⟨m|V|n⟩. V is taken as given. In mean-field theory it is the total first-order potential, by the chain rule, and the equations below sit inside the self-consistency loop. The occupations are

f(ε) = θ̃(x),  x = (μ − ε)/σ,  θ̃′ = δ̃,  so  f′(ε) = −δ̃(x)/σ,

with δ̃ continuous and of unit area. The density matrix per spin is γ = f(H), and N = 2 Tr γ. The broadening functions considered are

Gaussian: δ̃ = e^(−x²)/√π
Fermi–Dirac: δ̃ = θ̃(1 − θ̃), θ̃ = 1/(1 + e^(−x))
Methfessel–Paxton, first order: δ̃ = (3/2 − x²) e^(−x²)/√π
Marzari–Vanderbilt (cold): δ̃ = (2 − √2 x) e^(−(x − 1/√2)²)/√π

Define the divided difference, which is symmetric in its arguments,

L(a,b) = [f(a) − f(b)]/(a − b) = ∫₀¹ f′(b + s(a − b)) ds.   (1)

The integral follows from the fundamental theorem of calculus. It defines L at a = b and shows that L is continuous.

Let A and B be Hermitian with eigenvectors |a⟩, |b⟩. Letting f(A) act to the left and f(B) to the right gives ⟨a|f(A) − f(B)|b⟩ = [f(a) − f(b)]⟨a|b⟩, and likewise ⟨a|A − B|b⟩ = (a − b)⟨a|b⟩. Hence, exactly,

⟨a|f(A) − f(B)|b⟩ = L(a,b) ⟨a|A − B|b⟩,   (2)

both sides vanishing for a = b. Set A = H + λV, B = H at fixed μ, and divide by λ:

[f(A) − f(H)]/λ = Σ_{a,n} L(a,ε_n) |a⟩⟨a|V|n⟩⟨n|.

Each a lies within |λ|‖V‖ of an eigenvalue of H, because ‖(H − a)|a⟩‖ = |λ|‖V|a⟩‖ and the left side is at least min_m|ε_m − a|. The a therefore form clusters around the distinct eigenvalues ε, and L(a,ε_n) → L(ε,ε_n) by continuity. Let Π_ε be the sum of |a⟩⟨a| over a cluster and P_ε the eigenprojector of H. For ε_m ≠ ε, ⟨a|m⟩ = λ⟨a|V|m⟩/(a − ε_m) → 0. Inserting Σ P = 1 and Σ Π = 1 then gives Π_ε − Π_εP_ε → 0 and P_ε − Π_εP_ε → 0, so Π_ε → P_ε. With L_nm = L(ε_n,ε_m),

δγ = Σ_{n,m} L_nm |m⟩ V_mn ⟨n|.   (3)

Only eigenprojectors entered, so (3) holds for any basis inside a degenerate subspace.

A.3 Degenerate limit and Fermi-level shift

At a = b = ε the integrand of (1) is constant:

L(ε,ε) = f′(ε) = −δ̃((μ − ε)/σ)/σ.   (4)

The minus sign arises because x falls as ε rises. For smooth δ̃, expanding f(ε ± d/2) and subtracting cancels the even orders and leaves f′d + f‴d³/24 + O(d⁵). Each ε derivative brings −1/σ, so f‴ = −δ̃″/σ³ and

L(ε + d/2, ε − d/2) = −δ̃/σ − δ̃″d²/(24σ³) + O(d⁴).   (5)

In double precision the quotient has a rounding error of about 10⁻¹⁶/|d|. Switching to the first term of (5), at the midpoint energy, for |d| < 10⁻⁵σ keeps both this error and the neglected term at roughly 10⁻¹¹/σ.

By (1), L ≤ 0 whenever δ̃ ≥ 0 (Gaussian, Fermi–Dirac). The other two functions change sign, at |x| = √(3/2) and at x = √2, and L can be positive; the largest Methfessel–Paxton value among the levels of the model in A.9 is +1.88 Ha⁻¹.

At fixed N, γ depends on H − μ, so V is replaced by V − δμ·1. The trace of (3) keeps m = n, and with (4)

0 = Tr δγ = −Σ_n (δ̃_n/σ)(V_nn − δμ),

δμ = Σ_n δ̃_n V_nn / Σ_n δ̃_n.   (6)

The denominator is (σ/2) ∂N/∂μ. Equation (6) needs it nonzero, which also makes μ(λ) differentiable by the implicit function theorem, and a sign-changing δ̃ can make it small, zero or negative. If V carries a wave vector q that is not a reciprocal vector, it has no matrix elements within one k, so all V_nn between Bloch states vanish and δμ = 0. In A.4 to A.7, V stands for V − δμ.

A.4 Partition of unity

Choose a real function t with t(y) + t(−y) = 1, which forces t(0) = 1/2, and set θ_mn = t(ε_m − ε_n). Insert θ_mn + θ_nm = 1 in (3). In the θ_nm term exchange the names n and m; since L_mn = L_nm it becomes Σ L_nm θ_mn |n⟩V_nm⟨m|, which is the Hermitian conjugate of the θ_mn term because V_nm = V_mn*. Therefore

δγ = Σ_n ( |Δψ_n⟩⟨n| + |n⟩⟨Δψ_n| ),  |Δψ_n⟩ = Σ_m L_nm θ_mn V_mn |m⟩.   (7)

If t rises from 0 to 1 over a width of order σ, Δψ_n is small when ε_n lies many σ above μ: for an occupied m far below, θ_mn is small, and for m near or above ε_n, L_nm is small. With such a t, a pair separated by many σ is assigned to its lower member, a closer pair is divided between its two members, and a degenerate pair is shared equally.

The function t is independent of the occupations. The choice t(y) = θ̃(y/σ) is valid only for even δ̃, since θ̃(x) + θ̃(−x) tends to 1 at infinity and has derivative δ̃(x) − δ̃(−x). The cold function is not even, and 2θ̃(0) = 0.80125. With cold occupations, t(y) = ½ erfc(−y/σ) serves.

A.5 The linear system

Take the active set S = {n : ε_n < E_c}, E_c = μ + Δ. For n ∈ S solve

(H + Q − ε_n)|Δψ_n⟩ = −(f_n − P_n) V|n⟩,   (8)

Q = Σ_{m∈S} α_m|m⟩⟨m|,  P_n = Σ_{m∈S} β_nm|m⟩⟨m|.

To fix β, write c_m = ⟨m|Δψ_n⟩ and project (8) on m ∈ S:

(ε_m + α_m − ε_n) c_m = −(f_n − β_nm) V_mn.   (9)

Equation (7) demands c_m = L_nm θ_mn V_mn for every V, so

f_n − β_nm = (ε_n − ε_m) L_nm θ_mn − α_m L_nm θ_mn = (f_n − f_m)θ_mn − α_m L_nm θ_mn.

Solving for β and using 1 − θ_mn = θ_nm,

β_nm = f_n θ_nm + f_m θ_mn + α_m L_nm θ_mn.   (10)

For a degenerate pair, including m = n, β = f_n − α_m δ̃_n/(2σ). Then (9) reads α_m c_m = −α_m δ̃_n V_mn/(2σ), so c_m = −δ̃_n V_mn/(2σ); the conjugate term in (7) supplies the other half of (4). Without Q this equation would read 0 = 0.

The operator in (8) is diagonal in the eigenbasis. With α_m = E_c − ε_m its eigenvalue is E_c − ε_n for every m ∈ S, and ε_m − ε_n ≥ E_c − ε_n for m ∉ S. It is positive definite with lowest eigenvalue E_c − ε_n, so Cholesky factorization or conjugate gradients apply, and the conditioning is worst for the state nearest E_c. The required c_m contains no α, so any α that keeps the left factor of (9) nonzero gives the same solution. The constant α = 2(E_c − ε_min) is one choice, since ε_m − ε_n > −(E_c − ε_min) inside S.

If t is invalid, with η = θ_mn + θ_nm − 1 ≠ 0, then 1 − θ_nm = θ_mn − η, and (10) in (9) gives c_m = [L_nm θ_mn + f_n η/(ε_m + α_m − ε_n)] V_mn. The result then depends on α, and the two halves add to L_nm(1 + η) plus these extra terms.

A.6 What the truncation to S does

Two things are dropped: the terms n ∉ S of (7), and β_nm for m ∉ S. With α_m = 0 the exact value of the latter is f_nθ_nm + f_mθ_mn, which is not zero. With β = 0, (9) gives c_m = f_n V_mn/(ε_n − ε_m). The matrix element ⟨m|δγ|n⟩ of the truncated scheme receives c_m from Δψ_n if n ∈ S, and the conjugate of ⟨n|Δψ_m⟩ if m ∈ S. The weights multiplying V_mn are therefore

n, m ∈ S: L_nm(θ_mn + θ_nm) = L_nm
n ∈ S, m ∉ S: f_n/(ε_n − ε_m), and symmetrically for m ∈ S, n ∉ S
n, m ∉ S: 0

These are the weights of (3) with the occupations outside S set to zero, for every valid t. The missing weights are f_m/(ε_m − ε_n) in the cross block and L_nm in the outer block, and both contain only the tail of f above E_c. The cross term is enlarged when two coupled states straddle E_c closely, so the tail must be small compared with that gap divided by σ.

The two omissions compensate in part: in the cross block their contributions proportional to f_nθ_nm cancel, and only the term in f_m given above remains. Keeping the exact c_m for all m and dropping only n ∉ S leaves the cross weight L_nmθ_mn, which lacks L_nmθ_nm. Take Gaussian f and t, with m at Xσ and n at yσ above μ, X ≫ 1. To leading exponential order f_nθ_nm ~ exp[−y² − (X − y)²], which is largest at y = X/2 with the value exp(−X²/2), whereas f_m ~ exp(−X²). This estimate holds for 0 < y < X; for y < 0, f_n ~ 1 and f_nθ_nm ~ exp[−(X − y)²] is smaller than f_m. Setting β = 0 outside S is thus cheaper and, for Gaussian t, large X and coupled active levels well inside the interval between μ and the excluded state, also more accurate. Within about σ/X of either end of that interval the two exponentials are comparable, and the order can reverse.

A.7 Bloch form and the role of smoothness

One dimension is used for notation: lattice constant a, G = 2π/a, N_k mesh points, Bloch states normalized on the length N_k a. Let V = V^q + V^(−q) be local and real, with V^q = e^(iqx) × (periodic function), V^(−q) = (V^q)*, and 2q not a reciprocal vector. On a mesh containing k + q, (8) is linear, so Δψ_nk = Δψ_nk^q + Δψ_nk^(−q), where Δψ^q obeys (8) with H, Q and P_n taken at k + q. The diagonal of (7) times the spin factor is δn(x) = 2Σ(ψ*Δψ + c.c.). With plane-wave coefficients c_p of ψ_nk on e^(i(k+pG)x), Σ|c_p|² = 1, and d_p of Δψ^q on e^(i(k+q+pG)x), define

A_g(q) = (2/(N_k a)) Σ_k Σ_{n∈S} Σ_p c_p* d_{p+g},

the Fourier component of 2Σψ*Δψ^q at q + gG. The complex-conjugate term contributes at q + gG through Δψ^(−q), and the component of a conjugated function at Q is the conjugate of the component at −Q:

δn(q + gG) = A_g(q) + A_{−g}(−q)*.   (11)

Suppose H is real in position space (time reversal, no spin–orbit term). Then ψ_{n,−k} = ψ_nk* with the same energy, and S maps onto itself. Conjugating the −q equation at k turns it into the +q equation at −k, so (Δψ_nk^(−q))* = Δψ_{n,−k}^q and ψ_nk(Δψ_nk^(−q))* = ψ_{n,−k}* Δψ_{n,−k}^q. On a mesh symmetric under k → −k the two terms of (11) are equal:

δn(q + gG) = 2A_g(q).   (12)

Without time reversal the two terms of (11) differ in general, and the equations for q and −q must both be solved unless another symmetry of both H and V relates them. Inversion turns the −q equation into the +q equation with complex-conjugated Fourier coefficients of V^q, so one solution is enough when these coefficients are real about the inversion centre.

For q off the mesh, (12) is still usable, as a quadrature. Equations (11) and (12) hold for the Brillouin-zone integral, so the mesh sum of 2A converges to the right value, but on a finite mesh it depends on t. A jump J in the integrand at a point between mesh points is counted with an error of up to J/2 times the spacing G/N_k, so the error falls only as 1/N_k. A smooth periodic integrand has mesh errors set by its Fourier coefficients of order N_k and above, which fall faster than any power. With a basis that does not change with k, the integrand of A jumps in three places; a cutoff on |k + pG| adds jumps where a plane wave enters or leaves the basis, and these shrink as the cutoff is raised. When m at k + q crosses E_c, the weight changes by

f_n/(ε_n − ε_m) − L_nmθ_mn = (f_nθ_nm + f_mθ_mn)/(ε_n − ε_m).

When n leaves S, its weights disappear: L_nmθ_mn for m ∈ S, and f_n/(ε_n − ε_m), a tail of f, for m ∉ S. Where t itself jumps, at ε_n = ε_m for a sharp step, the weight changes by δ̃/σ. A constant t = 1/2 makes the first two jumps of order 1/(2|ε_n − ε_m|) for an occupied partner. A sharp step has the third jump at crossings near μ. A smooth step that rises from 0 to 1 over a width of order σ, small compared with Δ, has no third jump and reduces the first two to the tails of f and t. For Gaussian f and t of width σ these are the tails estimated in A.6; a step that approaches 0 and 1 more slowly leaves larger jumps. Smoothness alone is not enough, since t = 1/2 is smooth; on a commensurate mesh every valid t gives the same result. For a sharp step in (12) this requires θ_mn = 1/2 for degenerate pairs, so energies that differ only by rounding must be treated as equal.

A.8 Forces and second derivatives

Define s(x) = −∫_{−∞}^x y δ̃(y) dy and F = 2Σ_n(f_nε_n − σs_n). Put ω(ε) = f(ε)(ε − μ) − σs = −σ[xθ̃(x) + s(x)]. Its x derivative is −σ[θ̃ + xδ̃ − xδ̃] = −σθ̃, so ∂ω/∂ε = f and ∂ω/∂μ = −f. Since F = 2 Tr ω(H) + μN, the terms in dμ/dλ are −2Σf + N = 0. Applying (3) to ω and taking the trace, which keeps the diagonal weights ω′ = f, gives for the unshifted V and any λ

F′ = 2 Tr γV,  F″ = 2 Tr δγ V = 4 Re Σ_{n∈S} ⟨n|V|Δψ_n⟩,   (13)

where (7) and Tr(|Δψ⟩⟨n|V) = ⟨n|V|Δψ⟩ were used. If H depends nonlinearly on λ, V is its first derivative and F″ gains the term 2 Tr(γ d²H/dλ²). These expressions are for independent electrons in the given potential. Because Tr δγ = 0, F″ = 2Σ L_nm|(V − δμ)_mn|², which is non-positive for δ̃ ≥ 0. Separating the shift with (4) and (6), and writing D = 2Σδ̃_n/σ,

F″ = 2Σ L_nm|V_mn|² − 2δμ Σ L_nn V_nn = 2Σ L_nm|V_mn|² + D δμ².   (14)

The procedure is: (i) find μ and the states below E_c at k and k + q; (ii) for q = 0 compute δμ from (6); (iii) build α, L with the switch of A.3, and β from (10); (iv) solve (8); (v) accumulate (12), or (11), and (13). For q = 0 the potential is not split into two parts: (8) is solved once per state with the whole V − δμ, and (11) and (12) hold with A built from that solution.

A.9 Worked example

The model is a one-dimensional metal with round parameters: a = 6 bohr (G = 1.047198 bohr⁻¹), lattice potential 2V₁cos Gx + 2V₂ sin 2Gx with V₁ = −0.03 Ha and V₂ = 0.02 Ha, 2.5 electrons per cell, and the mesh k = jG/24. Plane waves with |k + pG| ≤ 4G give 193 functions in the 24-cell supercell. Smearing and t are Gaussian with σ = 0.02 Ha, and Δ = 6σ. Digits are kept for following the arithmetic and for comparing implementations. Diagonalization and Newton iteration on N(μ) give μ = 0.219551 Ha = 5.974 eV and E_c = 0.339551 Ha, with 37 of the 193 states in S. Equation (8) is solved by direct factorization.

(a) V^q = e^(iqx), q = G/4. The point k = 3G/8 goes to 5G/8, equivalent to −3G/8, so k and k + q have the same bands, 0.069472, 0.219131 and 1.037556 Ha, of which two are active. For n = m = 2,

x = (0.219551 − 0.219131)/0.02 = 0.0210,  f = 0.51184,  δ̃ = 0.56394,
L = −0.56394/0.02 = −28.197 Ha⁻¹,
α₂ = 0.339551 − 0.219131 = 0.120420 Ha,
β₂₂ = 0.51184 − 0.120420 × 28.197/2 = −1.18590,
c/M = −(0.51184 + 1.18590)/0.120420 = −14.0985 Ha⁻¹ = L/2,

where M = ⟨2,k+q|e^(iqx)|2,k⟩ and |M|² = 0.16061. β is not an occupation and may be negative. For m = 1, α₁ = 0.270079 Ha, θ_mn is negligible because band 1 lies 7.5σ lower, and β₂₁ = f₂ = 0.51184. The right side of (9) vanishes, and this pair is carried by the equation of its lower member.

The mesh sum (12) gives χ₀(q,q) = 2A₀ = −1.10977 bohr⁻¹Ha⁻¹ = −0.04078 bohr⁻¹eV⁻¹, and χ₀(q − G,q) = 0.14402 − 0.03065i bohr⁻¹Ha⁻¹. The degenerate pair contributes (2/144) × (−28.197) × 0.16061 = −0.06290, and 0.06290/1.10977 = 5.7 %. For V = 2cos qx, (13) is F″ = ∫V δn dx = N_k a[δn(q) + δn(−q)], or per cell 2aχ₀ = 12 × (−1.10977) = −13.317 Ha⁻¹.

Adding ηp³ to H, with η = 0.05 Ha bohr³, breaks ε(k) = ε(−k). The reference is a fourth-order central difference of f(H + λV) in the supercell at the same fixed μ, with step 4×10⁻⁴ Ha, and the error is the norm over g = −2…2 relative to the norm of the reference. Equation (12) is off by about 6 %, and (11) by 2×10⁻⁹.

(b) V = 2cos Gx, so that λ is a change of V₁. Here D = 6.37999 Ha⁻¹ per cell and (6) gives δμ = −0.364808. The first term of (14) is −15.8653 Ha⁻¹ per cell, the second is 6.37999 × 0.364808² = 0.8491, and F″ = −15.0162 Ha⁻¹ per cell.

(c) V = exp[−(x − x₀)²/2w²] × 1 Ha, with w = 1 bohr and x₀ = 1.7 bohr, placed once in the supercell, couples all k. Errors are Frobenius norms of the difference in δγ relative to the reference. Against a fourth-order difference of γ(λ) at fixed N with step 5×10⁻³, the scheme differs by 1.4×10⁻⁷, by 0.089 when the cold step is used as t with α_m = E_c − ε_m, and by 0.31 when δμ is omitted. The effect of Δ is measured at fixed μ against the full sum (3). Each line gives the first excluded occupation, the error of the scheme, and the error when only the outer sum is cut:

Δ = σ: 2.6×10⁻², 5.4×10⁻², 5.0×10⁻²
Δ = 2σ: 2.0×10⁻⁵, 7.0×10⁻⁵, 2.2×10⁻⁴
Δ = 3σ and 4σ: 7.4×10⁻¹¹, 3.7×10⁻¹⁰, 1.0×10⁻⁷

The error of the scheme is 2 to 5 times the first excluded occupation. The results for 3σ and 4σ coincide because the first excluded level is the same: this mesh has no level between the two cuts. At Δ = σ cutting only the outer sum is slightly better. In the other two lines the scheme is more accurate, by factors of about 3 and 280.

(d) For the incommensurate q = 0.2371G, at the same μ and with cutoff 6G, the explicit sum over all states on 400 points gives χ₀(q,q) = −1.12127 bohr⁻¹Ha⁻¹. The largest error of (12) relative to this value, over N_k = 128 to 131, is 5.7×10⁻³ for t = 1/2 and 1.0×10⁻² for the sharp step, both comparable with 1/N_k. For the Gaussian step it is 1.6×10⁻¹⁵, the level of double-precision rounding. This value was obtained for this q and this cutoff only; the remaining jumps are the tails of A.6. Their factor f_nθ_nm is largest for a q that couples a state at E_c to one midway between μ and E_c, where it equals [½ erfc(3)]² = 1.2×10⁻¹⁰.
